# Measuring electron backscatter from the dose that clears a doughnut's centre

## First derivation: integrating over the ring

A ring exposed uniformly by an electron beam looks the same after any rotation about its centre. The energy at the centre therefore depends only on how much energy the scattering carries to each distance, averaged over direction. Let the ring occupy \(R_1<r<R_2\) and receive the dose \(D\), a charge per unit area. If the deposited energy is proportional to dose, and contributions from different places add, the ring is a full disc of radius \(R_2\) minus a full disc of radius \(R_1\). The energy at its centre must have the form

\[
E(0)=D\,[\Phi(R_2)-\Phi(R_1)],\qquad \Phi(0)=0 .
\]

Here \(E\) is measured in dose units: a very large area written with dose \(D\) receives \(E=D\) far from its edges. With this convention \(\Phi\) is a pure number, the fraction of the energy that falls within a distance \(R\) of the point where an electron enters. Being a pure number, it can contain \(R\) only through ratios to other lengths.

Suppose that the scattering has two parts with the same shape but different ranges: a forward part of range \(\alpha\) and a backscattered part of range \(\beta\). Let \(\eta\) be the ratio of backscattered to forward energy. The two parts then carry the fractions \(1/(1+\eta)\) and \(\eta/(1+\eta)\) of the total, and

\[
\Phi(R)=\frac{G(R/\alpha)+\eta\,G(R/\beta)}{1+\eta},
\]

with a single function \(G\) that rises from 0 to 1. Symmetry and dimensions leave nothing but \(G\) to be found.

### The point-spread function and its integral

The model takes both parts to be Gaussian. The energy per unit area at distance \(r\) from a point exposure of unit charge is

\[
f(r)=\frac{1}{\pi(1+\eta)}
\left[\frac{e^{-r^2/\alpha^2}}{\alpha^2}
+\eta\,\frac{e^{-r^2/\beta^2}}{\beta^2}\right].
\]

This is the point-spread function. It is assumed to be the same everywhere, which requires a film and substrate that are uniform across the pattern. The range is defined here by \(e^{-r^2/\beta^2}\), without a factor of two in the exponent, so \(\beta\) is \(\sqrt2\) times the standard deviation along one axis.

Each Gaussian needs one integral. For a range \(w\), the energy fraction landing between the two radii is

\[
\int_{R_1}^{R_2}\frac{e^{-r^2/w^2}}{\pi w^2}\,2\pi r\,dr .
\]

The factor \(2\pi r\,dr\) is the area of a thin ring. Put \(v=r^2/w^2\), so that \(dv=2r\,dr/w^2\). The factors of \(\pi\) cancel and

\[
\int_{R_1^2/w^2}^{R_2^2/w^2}e^{-v}\,dv
=e^{-R_1^2/w^2}-e^{-R_2^2/w^2}.
\]

Setting \(R_1=0\) gives \(G(q)=1-e^{-q^2}\). Letting \(R_2\to\infty\) as well gives 1, so each Gaussian has unit area and \(f\) is correctly normalised. Adding the two parts with their weights gives

\[
E(0)=\frac{D}{1+\eta}\left\{
e^{-R_1^2/\alpha^2}-e^{-R_2^2/\alpha^2}
+\eta\left[e^{-R_1^2/\beta^2}-e^{-R_2^2/\beta^2}\right]\right\}.
\]

The inner radius enters with a plus sign because a larger hole removes exposed area and lowers the energy.

### What isolates the backscatter

Both parts appear as a difference of two Gaussian terms, so the difference by itself does not separate them. The separation comes from the size of the hole. Define

\[
S=e^{-R_1^2/\beta^2}-e^{-R_2^2/\beta^2},\qquad K=\frac{\eta}{1+\eta}.
\]

\(K\) is the backscattered fraction of the total energy. The forward difference is smaller than its first term, so the ratio of forward to backscattered energy at the centre is less than

\[
\epsilon=\frac{e^{-R_1^2/\alpha^2}}{\eta S}.
\]

For a ring much wider than \(\alpha\), this ratio is negligible once \(R_1\) is several times \(\alpha\). How many times depends on \(\eta S\), which is small when the ring is small compared with \(\beta\), so such a ring needs a larger hole. When \(\epsilon\) is negligible,

\[
E(0)=DKS .
\]

If \(R_1\) is comparable with \(\alpha\), the forward part contributes and the short formula fails.

### From energy to clearing dose

In a positive resist, exposed material dissolves during development. Assume that it clears when \(E\) reaches a threshold, and that this threshold is the same at the ring centre and in the middle of a large pad. If the pad is much wider than \(\beta\), its middle has \(E=D\), so its clearing dose \(D_0\) is the threshold. The ring centre clears when \(DKS=D_0\), or

\[
D=\frac{D_0}{K\left(e^{-R_1^2/\beta^2}-e^{-R_2^2/\beta^2}\right)} .
\]

For \(R_2^2-R_1^2\gg\beta^2\) the outer term is negligible and

\[
\ln D=\ln\frac{D_0}{K}+\frac{R_1^2}{\beta^2}.
\]

A plot of \(\ln D\) against \(R_1^2\) is then a straight line. Its slope gives \(\beta\), and its intercept, together with \(D_0\), gives \(K\). The strength follows by solving \(K=\eta/(1+\eta)\): from \(K+K\eta=\eta\) one finds \(\eta=K/(1-K)\). Without \(D_0\) the ring doses can give the range but not the strength.

### Why two inner radii are enough

With a finite outer radius the plot is curved, and it should be shown that the data still select one range. Take inner radii \(R_a<R_b\) and a common \(R_2\), and write \(a=R_a^2\), \(b=R_b^2\), \(c=R_2^2\), \(s=1/\beta^2\). The quotient of the clearing doses, larger hole over smaller, is free of \(D_0\) and \(K\):

\[
Q=\frac{D_b}{D_a}=\frac{e^{-as}-e^{-cs}}{e^{-bs}-e^{-cs}}
=\frac{\int_a^c e^{-su}\,du}{\int_b^c e^{-su}\,du}.
\]

The last form holds because each integral equals the corresponding difference divided by \(s\), and \(s\) cancels. Differentiating the logarithm of an integral brings down a factor \(-u\), so

\[
\frac{d\ln Q}{ds}=\langle u\rangle_{[b,c]}-\langle u\rangle_{[a,c]},
\]

where the averages have weight \(e^{-su}\). The interval \([a,c]\) contains \([b,c]\) and also the smaller values between \(a\) and \(b\), which lower its average. The derivative is therefore positive, and \(Q\) rises steadily with \(s\).

As \(s\to0\), expanding the exponentials gives \(Q\to(c-a)/(c-b)\), the ratio of ring areas. As \(s\to\infty\), the smallest exponent dominates each difference and \(Q\) grows as \(e^{(b-a)s}\). Any measured quotient above the area ratio thus gives one value of \(\beta\). A quotient below it cannot be produced by this model. Once \(\beta\) is known, \(K=D_0/(DS)\) follows from either ring, and a physical result needs \(0<K<1\).

### Worked example

Take \(\alpha=0.03\) µm, \(\beta=10\) µm, \(\eta=0.6\) and \(D_0=350\) µC/cm². These are rough values typical of a 50 keV beam in a PMMA-type resist on silicon. The outer radius is held at \(R_2=20\) µm. The backscattered fraction is \(K=0.6/1.6=0.375\).

Setting \(\epsilon=0.01\) and solving numerically for the inner radius gives 0.068 µm, a little over two forward ranges. This figure belongs to \(R_2=20\) µm. For a ring only ten forward ranges wide, \(S\) is small and the forward part is still 14% of the backscatter at \(R_1=3\alpha\), falling to about \(10^{-4}\) at \(4\alpha\). All the holes used below are far larger. For \(R_1=4\) µm,

\[
S=e^{-0.16}-e^{-4}=0.8338,\qquad KS=0.3127,
\]

and the clearing dose is \(350/0.3127=1119\) µC/cm². The same arithmetic for the other rings gives:

| \(R_1\) (µm) | \(S\) | \(D\) (µC/cm²) |
|---|---|---|
| 4 | 0.834 | 1119 |
| 5 | 0.760 | 1227 |
| 6 | 0.679 | 1374 |
| 7 | 0.594 | 1570 |
| 8 | 0.509 | 1834 |
| 9 | 0.427 | 2188 |

To run the argument backwards, use the first and last doses. Their quotient is \(Q=2188/1119=1.955\), above the area ratio \(384/319\). A numerical root search for the range that gives this quotient returns \(\beta=10.0\) µm. Then \(K=350/(1119\times0.8338)=0.375\) and \(\eta=0.375/0.625=0.60\). This shows that the inversion works on doses made by the model. It says nothing yet about whether a real resist follows the model.

Dropping the outer term has a visible cost at \(R_2=2\beta\). An unweighted straight line through the six values of \(\ln D\) against \(R_1^2\) gives \(\beta=9.85\) µm and \(\eta=0.585\). The range comes out low because the true local slope is

\[
\frac{d\ln D}{d(R_1^2)}=\frac{1}{\beta^2}\,\frac{e^{-R_1^2/\beta^2}}{S},
\]

and \(S\) is smaller than its first term. The slope exceeds \(1/\beta^2\), which the straight-line formula reads as a shorter range.

### What the measurement gives for other profiles

The ring integral can be written before any Gaussian is chosen. For a normalised, radially symmetric point-spread function, the clearing condition is

\[
\frac{D_0}{D}=\int_{R_1}^{R_2}f(r)\,2\pi r\,dr .
\]

The measured quantity is the fraction of energy deposited between the two radii. Turning it into \(\beta\) and \(\eta\) requires a model of \(f\), and two changes of model show what is at stake.

First, add a third Gaussian of range 1 µm and strength \(\nu=0.1\) relative to the forward part. It stands for energy deposited at intermediate distances. At the centre of a 4 µm hole its contribution carries the factor \(e^{-16}\) and is negligible, but it still takes a share of the total energy. The fraction seen by the rings becomes \(K=\eta/(1+\eta+\nu)=0.353\). The two-part formula then returns

\[
\frac{K}{1-K}=\frac{\eta}{1+\nu}=0.545
\]

instead of 0.6, while the fitted \(\beta\) remains 10.0 µm. When the backscatter is Gaussian and all other energy falls at distances well below the hole radius, the rings give the backscattered fraction \(K\) of the total energy. The ratio \(\eta\) depends also on what is assumed about the energy that they do not see.

Second, replace the backscattered Gaussian by \(Ke^{-r/\lambda}/(2\pi\lambda^2)\). Its mean square radius is

\[
\frac{1}{\lambda^2}\int_0^\infty r^3e^{-r/\lambda}\,dr=6\lambda^2,
\]

whereas that of the Gaussian is \(\beta^2\). Equal mean square radii require \(\lambda=\beta/\sqrt6=4.08\) µm. With \(K\) also held at 0.375, the ring fractions were integrated numerically and the Gaussian formula was fitted to their logarithms by least squares. The fit gives \(\beta=9.0\) µm and \(\eta=0.46\), which are 10% and 23% below the input values. Yet its largest misfit is 2.3%. With dose errors of 2%, a good fit over this span of radii is therefore weak evidence that the backscatter is Gaussian.

## Second derivation: the range as a diffusion variable

The ring \(R_1<r<R_2\) receives the dose \(D\), and \(D_0\) is the clearing dose of a large pad. The forward and backscatter ranges are \(\alpha\) and \(\beta\), \(\eta\) is the ratio of backscattered to forward energy, and \(K=\eta/(1+\eta)\). Direct integration gave the backscattered energy at the centre as \(DKS\), with \(S=e^{-x_1}-e^{-x_2}\), \(x_1=R_1^2/\beta^2\) and \(x_2=R_2^2/\beta^2\). The example has \(\alpha=0.03\) µm, \(\beta=10\) µm, \(\eta=0.6\), \(D_0=350\) µC/cm², \(R_2=20\) µm and \(R_1\) from 4 to 9 µm.

The same result can be reached without integrating the point-spread function over the ring. Put \(\tau=\beta^2/4\) and write the normalised Gaussian as

\[
g(r,\tau)=\frac{e^{-r^2/4\tau}}{4\pi\tau}.
\]

Its radial derivative is \(g'=-(r/2\tau)g\). The Laplacian of a radial function in the plane is \((1/r)\,d(rg')/dr\), and here

\[
\frac1r\frac{d}{dr}\left(-\frac{r^2}{2\tau}g\right)
=-\frac{g}{\tau}+\frac{r^2}{4\tau^2}g .
\]

Differentiating \(g\) with respect to \(\tau\) gives the same two terms, the first from the prefactor and the second from the exponent. Hence

\[
\frac{\partial g}{\partial\tau}=\nabla^2g .
\]

This is the diffusion equation. The variable \(\tau\) is not a time and nothing in the resist diffuses; increasing \(\tau\) means comparing substrates with longer backscatter ranges.

### Flow through the two edges

Let \(P(\rho,\tau)\) be the integral of \(g\) over the ring, seen from a point at distance \(\rho\) from its centre. The backscattered energy there is \(DKP\). At the centre, the diffusion equation and the divergence theorem give

\[
\frac{\partial P(0,\tau)}{\partial\tau}
=\int_{\rm ring}\nabla^2g\,d^2r
=2\pi R_2\,g'(R_2)-2\pi R_1\,g'(R_1).
\]

The minus sign arises because the outward normal of the ring points towards the centre on the inner edge. For either radius,

\[
2\pi R\,g'(R)=-\frac{R^2}{4\tau^2}e^{-R^2/4\tau}
=-\frac{d}{d\tau}e^{-R^2/4\tau}.
\]

Therefore

\[
\frac{\partial P(0,\tau)}{\partial\tau}
=\frac{d}{d\tau}\left[e^{-R_1^2/4\tau}-e^{-R_2^2/4\tau}\right].
\]

It remains to fix the constant of integration. Every point of the ring is at least \(R_1\) from the centre, so \(P(0,\tau)\) is at most the ring area times \(g(R_1,\tau)\), which vanishes as \(\tau\to0\). The bracket vanishes too. The constant is zero, and restoring \(4\tau=\beta^2\) gives \(P(0)=S\).

The forward part obeys the same argument with \(4\tau=\alpha^2\). Adding the parts with weights \(1/(1+\eta)\) and \(\eta/(1+\eta)\) recovers the full centre formula. In this view a unit amount released at the centre spreads outwards as \(\tau\) grows, and \(S\) is what has entered the ring through its inner edge, less what has left through its outer edge.

### Is the centre the last point to clear?

An observer who waits for the hole to become free of resist measures the centre only if the centre receives the least energy. The diffusion equation settles this near the centre. \(P\) is a sum of Gaussians centred on the points of the ring, so it obeys the same equation in the observer's position. By symmetry the profile begins as

\[
P(\rho)=S\left(1+C\frac{\rho^2}{\beta^2}+\ldots\right).
\]

Since \(\nabla^2\rho^2=4\) in the plane, the Laplacian at the centre is \(4CS/\beta^2\). It must equal \(\partial S/\partial\tau\), which is

\[
\frac{R_1^2e^{-x_1}-R_2^2e^{-x_2}}{4\tau^2}
=\frac{4}{\beta^2}\left(x_1e^{-x_1}-x_2e^{-x_2}\right),
\]

because \(4\tau^2=\beta^4/4\). Thus

\[
C=\frac{x_1e^{-x_1}-x_2e^{-x_2}}{S}.
\]

The centre is a local minimum if \(C>0\). The function \(xe^{-x}\) rises up to \(x=1\), so a ring with \(R_2\le\beta\) has \(C<0\) for every inner radius. For \(R_2=20\) µm, solving \(C=0\) numerically gives \(R_1=2.82\) µm. The six holes of the example are larger and have positive \(C\).

For the rest of the hole, the slope is needed. Moving the observer is equivalent to moving the ring the other way, which changes the integral through its edges. On an edge of radius \(R\), the squared distance to the observer is \(R^2+\rho^2-2R\rho\cos\varphi\). The angular integral

\[
\int_0^{2\pi}\cos\varphi\,e^{z\cos\varphi}\,d\varphi=2\pi I_1(z)
\]

defines the modified Bessel function \(I_1\), and with \(z_i=2R_i\rho/\beta^2\) the result is

\[
\frac{\partial P}{\partial\rho}=\frac{2}{\beta^2}e^{-\rho^2/\beta^2}
\left[R_1e^{-x_1}I_1(z_1)-R_2e^{-x_2}I_1(z_2)\right].
\]

The power series of \(I_1\) has positive coefficients. Its logarithmic slope \(m(z)=d\ln I_1/d\ln z\) is the average power in the series, weighted by the size of the terms. This average grows with \(z\), since its derivative with respect to \(\ln z\) is the variance of the powers. As \(z_1<z_2\), the ratio \(I_1(z_1)/I_1(z_2)\) has logarithmic slope \(m(z_1)-m(z_2)<0\) in \(\rho\) and falls. The bracket can change sign at most once, from plus to minus.

The backscattered energy over any interval starting at the centre is therefore lowest at one of its ends. Numerical integration for all six rings gives a lower value at the centre than at \(5\alpha=0.15\) µm from the edge. The strip within 0.15 µm of the edge is left out of this comparison; forward scattering adds energy there. If \(C<0\), the slope starts negative and stays so. Backscatter then falls all the way to the edge. The last resist lies away from the centre, except in holes only a few forward ranges in radius, where forward scattering can put the minimum back at the centre.

### Sensitivity and errors

The curvature has a second use. Since \(\tau\) is proportional to \(\beta^2\),

\[
\frac{\partial\ln S}{\partial\ln\beta}
=2\tau\,\frac{\partial\ln S}{\partial\tau}
=2\,\frac{\beta^2}{4}\,\frac{4C}{\beta^2}=2C .
\]

The centre energy increases with range, at fixed \(K\), under the same condition that makes the centre a local minimum.

Let \(h_i=2C_i\) for ring \(i\) of \(N\), and let each \(\ln D_i\) have an independent random error of standard deviation \(\sigma\). To first order, the error \(e_i\) in \(\ln(D_0/D_i)\) is fitted by \(\delta\ln K+h_i\,\delta\ln\beta\). With \(\bar h\) and \(\bar e\) the means over the rings and \(V=\sum_i(h_i-\bar h)^2\), least squares gives

\[
\delta\ln\beta=\frac{\sum_i(h_i-\bar h)e_i}{V},\qquad
\delta\ln K=\bar e-\bar h\,\delta\ln\beta .
\]

The first expression has variance \(\sigma^2/V\). It is uncorrelated with \(\bar e\), because the deviations \(h_i-\bar h\) sum to zero. An error in \(\ln D_0\) shifts all \(e_i\) equally, so it leaves \(\beta\) alone and passes entirely into \(K\). If it also has standard deviation \(\sigma\),

\[
\operatorname{var}(\ln K)=\sigma^2\left(\frac1N+\frac{\bar h^2}{V}+1\right).
\]

Finally, \(\eta=K/(1-K)\) gives \(d\eta=dK/(1-K)^2\), and \(1/(1-K)=1+\eta\), so \(d\eta/\eta=(1+\eta)\,d\ln K\). The strength is less certain than the fraction.

For the example, simulated readings were made by adding normal random errors with \(\sigma=0.02\) to the logarithms of the clearing doses:

| \(R_1\) (µm) | \(C\) | Simulated reading (µC/cm²) |
|---|---|---|
| 4 | 0.076 | 1104 |
| 5 | 0.160 | 1232 |
| 6 | 0.262 | 1361 |
| 7 | 0.382 | 1574 |
| 8 | 0.519 | 1791 |
| 9 | 0.673 | 2163 |

The values of \(C\) give \(\bar h=0.69\) and \(V=1.01\). The predicted error of \(\beta\) is \(0.02/\sqrt{1.01}\), or 2.0%. That of \(\eta\) is

\[
1.6\times0.02\sqrt{\frac16+\frac{0.69^2}{1.01}+1}=0.041,
\]

or 4.1%. With a simulated pad reading of 349 µC/cm², a least-squares fit to the logarithms gives \(\beta=10.1\) µm and \(\eta=0.60\). Repeating the simulated experiment 400 times gives scatters of 2.0% and 3.9%, close to the linear predictions.

### Why a small ring does not suffice

When \(R_2\ll\beta\), expanding \(S\) to second order gives

\[
S\simeq(x_2-x_1)\left(1-\frac{x_1+x_2}{2}\right).
\]

The leading term is \((R_2^2-R_1^2)/\beta^2\), proportional to the ring area. The dose then measures \(K/\beta^2\), and a longer range can be offset by a larger strength. For a ring from 1 to 3 µm with \(\beta=10\) µm, this area law exceeds the computed signal by 5.1%, in line with \((x_1+x_2)/2=0.05\).

The error formula shows the consequence. Since \(x\) varies as \(\beta^{-2}\), the expansion gives \(h\simeq-2+x_1+x_2\), nearly the same for all such rings, and \(V\) is small. Four rings with inner radii 0.5, 1, 1.5 and 2 µm and outer radius 3 µm, read with the same 2% dose error, give a linear error of 69% in \(\beta\). That is too large for a linear estimate to be taken literally; it means that these doses alone set no useful upper limit on \(\beta\). With \(D_0\) known, the condition \(K<1\) does set one. Any one of these rings, read at its model dose, is reproduced with \(K=1\) at a range of about 17 µm, and a longer range would need \(K>1\). The combination \(K/\beta^2\) has an error of 7.5%, with the error of \(D_0\) left out.

### The example beside a real exposure

For PMMA on silicon at 50 keV, a backscatter range near 10 µm, a strength of roughly one half or somewhat more, and a clearing dose of a few hundred µC/cm² are ordinary rough values. The forward range depends on film thickness and beam size. None of the example's inputs is far from typical. One assumption open to doubt is the two-Gaussian profile. In the two trial cases of the first half, a mid-range term lowered the fitted \(\eta\) by 9%, and an exponential backscatter profile lowered it by 23% and \(\beta\) by 10%. These are shifts within chosen models, not measured errors of PMMA on silicon.

Smaller effects can be sized too. A square pad of side \(L=40\) µm loses some backscatter at its middle. The Gaussian factorises along the two axes, so the energy there is

\[
\frac{E}{D}=\frac1{1+\eta}+K\left[\operatorname{erf}\frac{L}{2\beta}\right]^2=0.9965 .
\]

The pad then needs a slightly higher dose, and the inferred \(\eta\) becomes 0.603. If the 9 µm hole is called clear while an island of radius 1 µm remains, the energy at the island's edge exceeds that at the centre by \(C/100\), or 0.7%, and the dose is read low by about that amount.

The ring itself is heavily exposed. At the clearing dose of the 9 µm hole, the point midway between the ring's edges receives 5.3 times the clearing energy. Strongly overexposed PMMA can crosslink and stop dissolving, so larger holes need a check of the resist. Long-range fogging by electrons returning from the chamber, charging, beam heating and the kinetics of development are not included in any of these figures.

### What each derivation assumes

Both derivations assume that energy is proportional to dose, that exposures add, that the dose in the ring is uniform, and that the film and substrate are laterally uniform. Both need a common threshold to turn energy into clearing dose, and, to leave backscatter alone, a hole several forward ranges in radius inside a ring much wider than the forward range.

They differ in their use of the Gaussian. Direct integration needs it at the last step. Before that step it gives the energy fraction between two radii for any normalised radial profile, which is why it could treat the exponential case. Radial symmetry could even be relaxed at the centre, where a uniform ring averages over direction.

The diffusion derivation needs the Gaussian from the start, because the equation \(\partial g/\partial\tau=\nabla^2g\) is a property of that profile and its normalisation. It also needs the starting value at \(\tau=0\), which is zero for any ring with \(R_1>0\). In return for the stronger assumption about the profile it ties the change of signal with range to the curvature of energy in the hole. That link, \(\partial\ln S/\partial\ln\beta=2C\), need not hold for another profile, whereas the measured energy fraction keeps its meaning.
